\section*{Half-order diffraction from pitch walk: quadratic growth and the lost sign, part 1}

(Sections cited here and not found follow in the second part.)

\section{Identical lines: the half orders and the hidden sign}

\subsection{The physical situation}

In spacer-based double patterning, a coarse array of sacrificial bars, the mandrels, is printed first. A thin film is left standing on both sides of every mandrel, the mandrels are removed, and the films that remain define the lines. One printed bar thus produces two lines, and the line density doubles.

The two lines made from one mandrel are separated by that mandrel. Let the mandrels have period $2p$ and width $M$, and let each film have width $t_{\rm f}$. The centre-to-centre distance across a mandrel is $M+t_{\rm f}$. The next distance, across the gap between mandrels, is what remains of the period, $2p-M-t_{\rm f}$. The two are equal when $M+t_{\rm f}=p$. Otherwise, with
\begin{equation}
\delta=M+t_{\rm f}-p ,
\end{equation}
the spacings alternate between $p+\delta$ and $p-\delta$. Their difference is the pitch walk,
\begin{equation}
W=(p+\delta)-(p-\delta)=2\delta .
\end{equation}
A mandrel that is too wide and one that is too narrow give opposite signs of $W$ and call for opposite corrections.

A perfect array has period $p$. Pitch walk changes the true period to $2p$, so new diffraction orders can appear halfway between the original ones. The question is how strongly they appear, and whether they tell which spacing is the larger.

\subsection{Model and conventions}

The lines are parallel to $y$ and unchanged along it. There are $N$ pairs, with reference points at
\begin{equation}
x_{A,m}=2mp,\qquad x_{B,m}=(2m+1)p+\delta,\qquad m=0,\dots,N-1 .
\label{pos}
\end{equation}
The lines do not overlap, and $|\delta|<p/2$. In this first half all lines are identical. They need not be symmetric.

An X-ray beam passes through the array along $z$, normal to the plane of the lines. Let $H$ be the line height and $t(x)$ the thickness of material at $x$, divided by $H$, for a line with its reference point at the origin. The amplitude of one line is
\begin{equation}
f(q)=\int t(x)\,e^{-iqx}\,dx ,
\label{ff}
\end{equation}
where $q$ is the wave-vector transfer along $x$. Since $t$ has no unit, $f$ is a length.

The kinematic approximation, or single scattering, adds the waves from all lines as if each line received the undisturbed incident wave. Its origin is seen from the phase of the transmitted wave. With the wave written as $e^{i(kz-\omega t)}$, $k=2\pi/\lambda$, and the refractive index far above the absorption edges taken as $1-r_e\lambda^2n_e/2\pi$, the phase gained relative to vacuum in a height $H$ is
\begin{equation}
-\frac{2\pi}{\lambda}\,\frac{r_e\lambda^2n_e}{2\pi}\,H=-\varphi,
\qquad \varphi=r_e\lambda n_eH .
\label{phase}
\end{equation}
Here $r_e$ is the classical electron radius and $n_e$ the electron density. If $T(x)$ is the sum of the thickness profiles of all lines, the wave just behind a thin array is
\begin{equation}
e^{-i\varphi T(x)}\simeq 1-i\varphi T(x),\qquad \varphi\ll1 .
\label{weak}
\end{equation}
The first term is the direct beam. The second is linear in $T$, so the diffracted amplitude is proportional to the Fourier integral of $T$. Without the common factor $-i\varphi$ this integral is
\begin{equation}
A(q)=\sum_{m=0}^{N-1}f(q)\left[e^{-iqx_{A,m}}+e^{-iqx_{B,m}}\right].
\label{amp}
\end{equation}
The intensity used below is $I=|A|^2$, in nm$^2$.

The orders of the true period $2p$ lie at
\begin{equation}
q_h=\frac{2\pi h}{2p}=\frac{\pi h}{p},\qquad h=0,\pm1,\pm2,\dots
\label{qh}
\end{equation}
Even $h$ are the orders of the nominal array with period $p$. Odd $h$ are its half orders: $h=1$ is order $1/2$ and $h=3$ is order $3/2$.

\subsection{Two lemmas}

\paragraph{Lemma 1 (lattice sum).} At the centre of an order,
\begin{equation}
A(q_h)=N f(q_h)\left[1+e^{-iq_h(p+\delta)}\right].
\label{lem1}
\end{equation}

\paragraph{Proof.} Insert \eqref{pos} in \eqref{amp}. Both exponentials contain $e^{-2imqp}$, which is taken out:
\begin{equation}
A(q)=f(q)\left[1+e^{-iq(p+\delta)}\right]\sum_{m=0}^{N-1}e^{-2imqp}.
\label{factor}
\end{equation}
At $q=q_h$ the exponent is $-2im(\pi h/p)p=-2\pi imh$. Each term of the sum is therefore 1, and the sum is $N$. This proves the lemma.

\paragraph{Lemma 2 (pair factor).} For identical lines,
\begin{equation}
\left|1+e^{-iq_h(p+\delta)}\right|^2=
\begin{cases}
4\sin^2(q_h\delta/2), & h\ \text{odd},\\
4\cos^2(q_h\delta/2), & h\ \text{even}.
\end{cases}
\label{lem2}
\end{equation}

\paragraph{Proof.} Since $q_hp=\pi h$, we have $e^{-iq_hp}=(-1)^h$. With $u=q_h\delta$ the pair factor is $1+(-1)^he^{-iu}$, and
\begin{align}
\left|1+(-1)^he^{-iu}\right|^2
&=1+1+(-1)^h\left(e^{-iu}+e^{iu}\right)\nonumber\\
&=2+2(-1)^h\cos u .
\end{align}
For odd $h$ this is $2(1-\cos u)=4\sin^2(u/2)$. For even $h$ it is $2(1+\cos u)=4\cos^2(u/2)$. This proves the lemma.

\subsection{The half-order intensity}

\paragraph{Theorem 1.} Under the stated assumptions, the intensity at the centre of a half order is
\begin{equation}
I_h=4N^2|f(q_h)|^2\sin^2\!\left(\frac{\pi h\delta}{2p}\right),
\qquad h\ \text{odd}.
\label{main}
\end{equation}
It is an even function of $\delta$, and
\begin{equation}
1-\frac{(q_h\delta)^2}{12}\ \le\
\frac{I_h}{N^2|f(q_h)|^2(q_h\delta)^2}\ \le\ 1
\label{bounds}
\end{equation}
for $\delta\ne0$ and $f(q_h)\neq0$. For small pitch walk, therefore,
\begin{equation}
I_h\simeq N^2|f(q_h)|^2\left(\frac{\pi h\delta}{p}\right)^2
=N^2|f(q_h)|^2\left(\frac{\pi hW}{2p}\right)^2 .
\label{quad}
\end{equation}

\paragraph{Proof.} Equation \eqref{main} is the squared modulus of \eqref{lem1} with the odd case of \eqref{lem2}. It is even because $f(q_h)$ does not contain $\delta$ and the sine is squared.

For the bounds, take $u>0$ and start from $\cos s\le1$. Four successive integrations from 0 to $u$ give
\begin{align}
\sin u&\le u, &
1-\cos u&\le \frac{u^2}{2},\nonumber\\
u-\sin u&\le\frac{u^3}{6}, &
\frac{u^2}{2}-1+\cos u&\le\frac{u^4}{24}.
\end{align}
The second and fourth inequalities, multiplied by 2, combine to
\begin{equation}
u^2-\frac{u^4}{12}\le 2(1-\cos u)\le u^2 .
\end{equation}
All terms are even in $u$, so negative $u$ is covered as well. Division by $u^2$ with $u=q_h\delta$ gives \eqref{bounds}. Equation \eqref{quad} follows, with $\delta=W/2$ in its last form.

\paragraph{Why the growth is quadratic.} At $\delta=0$ the waves from neighbouring lines have opposite phases in a half order and cancel. A small displacement turns one of them by the phase $q_h\delta$, and the uncancelled remainder is
\begin{equation}
1-e^{-iq_h\delta}\simeq iq_h\delta .
\end{equation}
The amplitude is linear in the displacement and does change sign with it. The detector records the squared modulus, which does not.

By \eqref{bounds}, the quadratic law exceeds the full expression by no more than 10\% of the quadratic value as long as $(q_h\delta)^2\le1.2$, that is, $|\delta|\le0.35\,p/h$.

\paragraph{Comparison with the integer orders.} For even $h\ne0$ the factor $4\cos^2(q_h\delta/2)\simeq4-(q_h\delta)^2$ is also even in $\delta$. Where $f(q_h)\ne0$, a small pitch walk there takes a small part from a signal that is already present, whereas in a half order it creates the whole signal.

\paragraph{Rectangular lines.} For a line of width $w$ centred on its reference point,
\begin{equation}
f(q)=\int_{-w/2}^{w/2}e^{-iqx}dx=\frac{2\sin(qw/2)}{q}.
\label{rect}
\end{equation}
In \eqref{quad} the factor $q_h^2$ then cancels:
\begin{equation}
I_h\simeq4N^2\delta^2\sin^2(q_hw/2).
\label{rectquad}
\end{equation}
The sensitivity does not grow without limit with the order. It is greatest where $q_hw$ is an odd multiple of $\pi$, and it vanishes where $q_hw$ is a multiple of $2\pi$.

\paragraph{Finite arrays.} The theorem refers to the centre of an order. At $q=q_h+\epsilon$ the phase in the odd pair factor becomes $q_h\delta+\epsilon(p+\delta)$, which is not simply reversed by $\delta\to-\delta$. The lattice sum in \eqref{factor} has modulus $|\sin(N\epsilon p)/\sin(\epsilon p)|$, and its central peak ends at $\epsilon=\pm\pi/(Np)$. The extra phase within the peak is thus of size $\pi/N$. It is small compared with $\pi h|\delta|/p$ when
\begin{equation}
N\gg\frac{p}{h|\delta|}.
\label{finite}
\end{equation}
Under this condition the ends of the array have little influence on the peak.

\subsection{The two signs describe one object}

The evenness of \eqref{main} could be suspected of being a product of the single-scattering approximation. For an extended array it has a deeper cause.

\paragraph{Theorem 2.} Let the array of identical lines extend over all integers $m$. The arrays with displacements $\delta$ and $-\delta$ differ by a translation. No diffraction intensity under uniform illumination can distinguish them.

\paragraph{Proof.} Move the origin to a $B$ line by subtracting $p+\delta$ from all positions \eqref{pos}:
\begin{align}
2mp-(p+\delta)&=\left[2(m-1)+1\right]p-\delta,\nonumber\\
(2m+1)p+\delta-(p+\delta)&=2mp .
\end{align}
As $m$ runs over all integers, the right-hand sides are the positions of an array with displacement $-\delta$. The lines are identical, so the exchange of the names $A$ and $B$ changes nothing. A translation multiplies the amplitude of each order by a phase factor of modulus 1 and leaves its intensity unchanged. This proves the theorem.

The proof uses neither weak scattering nor symmetric lines, and it holds for oblique incidence too. In the sequence of spacings long, short, long, short, nothing marks the first one. The sign of $W$ acquires a meaning when one of the spacings is labelled, for instance as the one that held the mandrel, and identical lines carry no such label.

\subsection{From a measured ratio to the size of the walk}

The factor $N^2$ and the beam intensity drop out of a ratio of two orders. With $a=\pi|\delta|/2p$, Lemma 2 gives
\begin{equation}
\frac{I_1}{I_2}=\frac{|f(q_1)|^2\sin^2a}{|f(q_2)|^2\cos^2 2a},
\end{equation}
because $q_2\delta/2=\pi\delta/p$. Define
\begin{equation}
r=\frac{I_1}{I_2}\,\frac{|f(q_2)|^2}{|f(q_1)|^2},\qquad s=\sin a .
\end{equation}
For $|\delta|<p/2$ we have $a<\pi/4$, so $\cos2a=1-2s^2$ is positive. The square root is then $\sqrt r=s/(1-2s^2)$, or
\begin{equation}
2\sqrt r\,s^2+s-\sqrt r=0 .
\end{equation}
The product of the two roots is $-1/2$, so exactly one is positive:
\begin{equation}
\sin\frac{\pi|\delta|}{2p}=\frac{\sqrt{1+8r}-1}{4\sqrt r}.
\label{inv}
\end{equation}
This fixes $|\delta|$. Both $+|\delta|$ and $-|\delta|$ fit the measurement.

\subsection{Example: silicon fins}

Take rectangular silicon fins with $p=30$ nm, $w=10$ nm, $H=50$ nm and $\delta=\pm1$ nm, so that $W=\pm2$ nm. For the order $1/2$,
\begin{equation}
q_1=\frac{\pi}{30\ {\rm nm}}=0.1047\ {\rm nm^{-1}},\qquad
f(q_1)=\frac{2\sin30^\circ}{0.1047}\ {\rm nm}=9.549\ {\rm nm},
\end{equation}
and \eqref{main} gives
\begin{equation}
\frac{I_1}{N^2}=4(9.549)^2\sin^2(0.05236)\ {\rm nm^2}=0.999\ {\rm nm^2}.
\end{equation}
The quadratic law gives $1.000$ nm$^2$, which is 0.09\% higher. A direct sum over all lines of a finite array, with each line integrated numerically, gives the same 0.999 nm$^2$ for $+1$ nm and for $-1$ nm. At $\pm2$ nm it gives 3.985 nm$^2$, close to four times as much.

The first integer order has $f(q_2)=8.270$ nm and $I_2/N^2=270.6$ nm$^2$, so $I_1/I_2=0.003692$. Then
\begin{equation}
r=0.003692\left(\frac{8.270}{9.549}\right)^2=0.002769,\qquad \sqrt r=0.05262,
\end{equation}
and \eqref{inv} gives $\sin a=0.01102/0.2105=0.0523$. Hence $|\delta|=(60\ {\rm nm}/\pi)\,a=1.00$ nm and $|W|=2.00$ nm, or 20.0 \AA. The sign remains open.

The inversion requires the line width. For rectangular lines $f(q_2)/f(q_1)=\cos(q_1w/2)$, and for small walk $|\delta|\propto\sqrt r\propto\cos(q_1w/2)$ at a fixed measured ratio. The logarithmic derivative is
\begin{equation}
\frac{1}{|\delta|}\frac{d|\delta|}{dw}=-\frac{q_1}{2}\tan\frac{q_1w}{2}=-0.030\ {\rm nm^{-1}} .
\end{equation}
An assumed width that is 1 nm too large makes the inferred walk about 3\% too small.

\section{Beyond identical lines and single scattering}

\subsection{Symbols and results carried over}

Lines $A$ stand at $2mp$ and lines $B$ at $(2m+1)p+\delta$; the pitch walk is $W=2\delta$. The orders lie at $q_h=\pi h/p$, and odd $h$ are the half orders. A line has the amplitude $f(q)=\int t(x)e^{-iqx}dx$, where $t$ is its thickness divided by the height $H$. For a rectangle of width $w$, $f=2\sin(qw/2)/q$. Relative to vacuum, a line changes the phase of the X-ray wave by $-\varphi$, with $\varphi=r_e\lambda n_eH$. For $N$ pairs of identical lines in single scattering and odd $h$,
\begin{equation}
I_h=4N^2|f(q_h)|^2\sin^2(q_h\delta/2)\simeq N^2|f(q_h)|^2(q_h\delta)^2 .
\label{recall}
\end{equation}
Extended arrays of identical lines with displacements $\delta$ and $-\delta$ are translated copies of each other (Theorem 2). The example has $p=30$ nm, $w=10$ nm, $H=50$ nm, $\delta=\pm1$ nm and $I_1/N^2=0.999$ nm$^2$.

\subsection{Multiple scattering}

\paragraph{Corollary.} Let the array be extended and its lines identical, and let the amplitude $a_h(\delta)$ of a half order be a smooth function of $\delta$. Then, with multiple scattering included,
\begin{equation}
|a_h(\delta)|^2=|c_h|^2\delta^2+O(\delta^4),\qquad
c_h=\left.\frac{da_h}{d\delta}\right|_{\delta=0}.
\label{dyn}
\end{equation}

\paragraph{Proof.} At $\delta=0$ the array has period $p$. A structure of period $p$ sends waves into the orders of that period alone, so $a_h(0)=0$ for odd $h$. Smoothness gives $a_h=c_h\delta+O(\delta^2)$, and the squared modulus is $|c_h|^2\delta^2+O(\delta^3)$. By Theorem 2 the intensity is even in $\delta$, which excludes the cubic term. This proves the corollary.

Multiple scattering changes the coefficient $c_h$, and thus the calibration between intensity and $|\delta|$. It neither removes the quadratic onset, unless $c_h$ happens to vanish, nor reveals the sign.

To size the effect for the fins, let the wave travel through the height of the lines. Its slowly varying envelope $\psi(x,z)$ obeys the paraxial equation
\begin{equation}
\frac{\partial\psi}{\partial z}=\frac{i}{2k}\frac{\partial^2\psi}{\partial x^2}-\frac{i\varphi}{H}\,T(x)\,\psi ,
\end{equation}
where $T$ is the thickness profile of the whole array, here 1 inside a fin and 0 outside. Insert $\psi=\sum_ha_h(z)e^{iq_hx}$ and $T=\sum_hT_he^{iq_hx}$, and collect the terms with equal exponentials:
\begin{equation}
\frac{da_h}{dz}=-\frac{iq_h^2}{2k}\,a_h-\frac{i\varphi}{H}\sum_{h'}T_{h-h'}\,a_{h'} .
\label{cw}
\end{equation}
The sum lets a wave scatter repeatedly from order to order, and the first term is the phase gathered on the way.

At 17 keV the wavelength is 0.0729 nm. With the electron density of silicon, 699 nm$^{-3}$, a fin gives $\varphi=0.0072$ rad. In single scattering the amplitude of an order is $\varphi/2p$ times the Fourier integral over one cell, whose squared modulus is $I_h/N^2$. The fraction of the incident power in the order $1/2$ is therefore
\begin{equation}
\eta_1=\left(\frac{\varphi}{2p}\right)^2\frac{I_1}{N^2}
=\left(\frac{0.00718}{60\ {\rm nm}}\right)^2(0.999\ {\rm nm^2})=1.43\times10^{-8}.
\end{equation}
The numerical solution of \eqref{cw} differs from this by $-1.5\times10^{-4}$ of its value. Single scattering is thus amply accurate here.

The corollary is put to a harder trial by raising the phase to an artificial 3 rad with the geometry unchanged. The half-order intensity is then 0.41 of the single-scattering value, so that approximation has failed. The intensities for $\delta=+1$ nm and $-1$ nm still agree to all seven printed digits, and the intensity grows by a factor 4.00 when $\delta$ is doubled from 0.1 to 0.2 nm.

For identical lines, the half orders give the size of a small pitch walk through a quadratic law but not its sign, and multiple scattering changes only the calibration. It remains to see what happens when the lines differ, how a known offset can recover the sign, and how random placement, variation of the walk and the conditions of real fins affect the measurement.

Numerical values quoted here were computed with a short program.
